Silicon–oxide conduction-band offset from affinities, neutrality levels and pinning

**Question**

I am trying to predict the conduction-band offset between silicon and a high-permittivity oxide, and I cannot decide which levels to line up.

For practice I use round model numbers. The silicon-like side has electron affinity 4.0 eV, gap 1.1 eV and a charge-neutrality level 4.9 eV below vacuum. I have two model oxides, both with affinity 2.0 eV and gap 6.0 eV. Their neutrality levels lie 4.0 eV (oxide 1) and 5.4 eV (oxide 2) below vacuum.

If I align the vacuum levels, the oxides give the same offset. If I align the neutrality levels, they do not. I have also seen a pinning factor S used to go between the two, but I don't know where it comes from or which way it should move the offset. Can I take S from metal contacts on the same oxide? And does the doping of the silicon matter?

For the interface gap states I assume 0.030 states per eV per Å² on the silicon side and 0.015 on the oxide side. Their charge decays over 3.0 Å in silicon and 1.0 Å in the oxide, with relative permittivities 12.0 and 4.0. The oxide value is meant as the electronic part only, without the response of the ions.

**Answer**

The two alignments are the limits of one electrostatic problem. Gap states at the interface exchange electrons, and the resulting dipole shifts the oxide bands relative to the silicon bands. S measures how much of the original mismatch between neutrality levels survives this shift.

**Levels and signs**

Let a be silicon and b the oxide. The affinity χ is the depth of the conduction-band edge below the vacuum level of the same material, and Φ is the depth of its charge-neutrality level. Both are positive. The neutrality level is the filling level at which the gap states on that side carry no net charge: filling above it makes the side negative, filling below it makes the side positive.

Take the vacuum level of silicon as zero. Let Δ be the rise in electron energy from silicon to oxide produced by the interface dipole. The conduction edges and neutrality levels are then

E_c,a = −χ_a,  E_c,b = −χ_b + Δ

E_a = −Φ_a,  E_b = −Φ_b + Δ.

Define the conduction offset C as positive when the oxide edge is higher:

C = E_c,b − E_c,a = χ_a − χ_b + Δ.  (1)

The mismatch of the neutrality levels is

m = E_b − E_a = m₀ + Δ,  m₀ = Φ_a − Φ_b.  (2)

Here m₀ is the mismatch before any charge moves. What remains is to find Δ.

**How much charge moves**

Let D_a and D_b be the numbers of gap states per area and per energy, taken as constant over the energies that matter. With a common Fermi level E_F at the interface, the excess electrons per area are

n_a = D_a(E_F − E_a),  n_b = D_b(E_F − E_b).

I first neglect the space charge deep in the silicon and assume no fixed oxide charge and no gate field. The two sheets must then be neutral together, n_a + n_b = 0, so

(D_a + D_b)E_F = D_a E_a + D_b E_b.

Subtracting (D_a + D_b)E_a from both sides gives

E_F − E_a = D_b(E_b − E_a)/(D_a + D_b) = D_b m/(D_a + D_b).

Multiplying by D_a,

n_a = −n_b = Dm,  D = D_a D_b/(D_a + D_b).  (3)

The densities combine like capacitors in series, because electrons must leave one set of states and enter the other. If the oxide's neutrality level is higher (m > 0), silicon gains electrons.

**The dipole step**

I use atomic units, so the electron charge is −1. Let x increase from silicon (x < 0) to oxide (x > 0), and let n(x) be the excess electron density. The charge density is −n, so Poisson's equation for the potential φ is (εφ′)′ = 4πn. The electron energy is U = −φ, and therefore

(εU′)′ = −4πn.

With no field far inside the oxide, integration from x to infinity gives

εU′(x) = 4π ∫ₓ^∞ n(x′) dx′.  (4)

The excess charge is assumed to decay exponentially on each side:

n = (n_a/λ_a) exp(x/λ_a) for x < 0

n = (n_b/λ_b) exp(−x/λ_b) for x > 0.

In the oxide, the electrons to the right of x number n_b exp(−x/λ_b) per area. Dividing (4) by ε_b and integrating over x > 0 gives a contribution 4πn_bλ_b/ε_b to the step.

In silicon, the electrons to the right of x number

n_b + n_a[1 − exp(x/λ_a)] = −n_a exp(x/λ_a),

where n_b = −n_a was used. Integration over x < 0 contributes −4πn_aλ_a/ε_a. With the abbreviations l_a = λ_a/ε_a and l_b = λ_b/ε_b, the total step is

Δ = 4π(n_b l_b − n_a l_a).  (5)

Inserting (3),

Δ = −4πDLm,  L = l_a + l_b.  (6)

The minus sign is the feedback. If the oxide level starts too high, electrons leave the oxide, and the dipole lowers the oxide levels.

**The pinning factor and the two limits**

Put (6) into (2):

m = m₀ − 4πDLm

(1 + 4πDL)m = m₀.

Hence

m = Sm₀,  S = 1/(1 + 4πDL).  (7)

Since Δ = m − m₀ = −(1 − S)m₀, equation (1) becomes

C = χ_a − χ_b − (1 − S)(Φ_a − Φ_b).  (8)

In the unpinned limit, 4πDL → 0 and S → 1. The dipole vanishes, the vacuum levels align, and

C(S = 1) = χ_a − χ_b.

In the fully pinned limit, 4πDL → ∞ and S → 0. The neutrality levels align, and

C(S = 0) = (Φ_b − χ_b) − (Φ_a − χ_a).

Each bracket is the height of a conduction edge above its own neutrality level, so the vacuum level has dropped out. For intermediate S, equation (8) interpolates linearly between the limits:

C = S C(S = 1) + (1 − S) C(S = 0).

Full pinning does not mean zero charge transfer. From (3) and (7), n_a = DSm₀. Equation (7) also gives 4πDLS = 1 − S, so

n_a = (1 − S)m₀/(4πL).

As S → 0 through growing D at fixed L, this tends to the finite value m₀/(4πL), a value that belongs to the fixed charge profiles assumed here. The mismatch vanishes because a finite dipole has cancelled it.

The direction of the shift follows from (8). Pinning lowers C if the oxide's neutrality level is shallower than silicon's (Φ_b < Φ_a), and raises C if it is deeper. If the two depths are equal, S has no effect.

**Your numbers**

The series density is

D = 0.030 × 0.015/(0.030 + 0.015) = 0.0100 per eV per Å².

The effective length is

L = 3.0/12.0 + 1.0/4.0 = 0.500 Å.

In eV and Å, the product 4πDL must be multiplied by the Coulomb constant e²/(4πε₀) = 14.40 eV Å, which equals 1 in atomic units. The result is

4π × 14.40 × 0.0100 × 0.500 = 0.905

S = 1/1.905 = 0.525.

This interface is about halfway between the limits.

For oxide 1, m₀ = 4.9 − 4.0 = 0.9 eV. The dipole step is

Δ = −(1 − 0.525) × 0.9 = −0.43 eV.

The three offsets are

unpinned: C = 4.0 − 2.0 = 2.0 eV

partly pinned: C = 2.0 − 0.43 = 1.57 eV

fully pinned: C = 2.0 − 0.9 = 1.1 eV.

For oxide 2, m₀ = 4.9 − 5.4 = −0.5 eV, and the step changes sign:

Δ = −(1 − 0.525) × (−0.5) = +0.24 eV.

The offsets are now

unpinned: C = 2.0 eV

partly pinned: C = 2.0 + 0.24 = 2.24 eV

fully pinned: C = 2.0 + 0.5 = 2.5 eV.

The partly pinned values are 0.0578 hartree for oxide 1 and 0.0822 hartree for oxide 2. The oxides have identical affinities and gaps, so the difference between them comes entirely from their neutrality levels.

The valence offset V, positive when the silicon valence edge is higher, follows from the gaps G:

V = (E_c,a − G_a) − (E_c,b − G_b) = G_b − G_a − C.

Here C + V = 6.0 − 1.1 = 4.9 eV. Partial pinning gives V = 3.33 eV for oxide 1 and 2.66 eV for oxide 2. Whatever the dipole takes from one barrier it adds to the other.

The charge also has a simple reading. For oxide 1 the surviving mismatch is 0.525 × 0.9 = 0.47 eV, so silicon gains 0.0100 × 0.47 = 0.0047 electrons per Å². For oxide 2 it loses 0.0026 electrons per Å².

For consistency of the model, you should check that its Fermi level lies in both gaps, since the model counts gap states and not band carriers. This level is a quantity of the model, not the Fermi level of a real passivated interface (see the last section). For oxide 1 it is 4.74 eV below the silicon vacuum level, and for oxide 2 it is 4.99 eV below. Outside the dipole layer, the silicon gap runs from 4.0 to 5.1 eV below that level, so both values are inside it. Both also lie inside the oxide gap.

Oxide 2 is nevertheless a borderline case. Part of its dipole step falls within the silicon and raises the bands at the interface by 4π × 14.40 × 0.0026 × 0.25 = 0.12 eV. The silicon valence edge there is 4.98 eV below the vacuum level, practically at the Fermi level, so some holes collect there. Their number is small, however. At room temperature, silicon with its valence edge at the Fermi level holds roughly 2 × 10⁻⁵ holes per Å³. Over a layer 3 Å thick this is less than 10⁻⁴ per Å², a few percent of the 0.0026 per Å² in the gap states. Neglecting these holes therefore changes the offset very little.

The numerical output below comes from finding the Fermi level by root search and integrating the charge profiles through Poisson's equation, without inserting S. The offsets agree with (8) to within 0.00001 eV for both oxides. That confirms the algebra of this model; it does not validate the model for a real interface.

**Which input errors matter**

Rewrite (8) as

C = (Φ_b − χ_b) − (Φ_a − χ_a) + S(Φ_a − Φ_b).

Suppose all oxide levels are placed too deep by t, so that χ_b and Φ_b both increase by t. The first bracket is unchanged and the last term changes by −St. For t = 0.3 eV and oxide 1, C changes by −0.16 eV. At full pinning this common error cancels.

If χ_b alone increases by t while Φ_b stays fixed, C changes by the full −t, here −0.30 eV, for any S. Full pinning therefore removes an error in the vacuum reference, but not an error in the distance from the neutrality level to the band edge.

**Can S come from metal contacts?**

Replace silicon by an ideal metal of work function W, and assume that the oxide gap states keep the same density and decay length. A real metal contact may change both, which is a further reason for caution. The ideal metal has a very large state density and negligible charge penetration, so D_a → ∞ and l_a → 0. Then D → D_b and L → l_b, which gives

S_m = 1/(1 + 4πD_b l_b).

For a metal, both χ_a and Φ_a are replaced by W. The electron barrier B from the metal Fermi level to the oxide conduction edge is then

B = W − χ_b − (1 − S_m)(W − Φ_b)

B = S_m(W − Φ_b) + Φ_b − χ_b.

So S_m is the slope of the barrier against the work function. For your oxides,

4π × 14.40 × 0.015 × 0.25 = 0.68

S_m = 1/1.68 = 0.60.

This differs from the silicon–oxide value because an ideal metal supplies states more freely and adds no penetration length of its own. Using S_m for oxide 1 gives C = 1.64 eV, which is 0.06 eV above the 1.57 eV of the full two-sided model.

The sign of that error is not universal. S_m exceeds S when DL > D_b l_b. Multiplying by (D_a + D_b)/D_b turns this condition into

D_a(l_a + l_b) > (D_a + D_b)l_b,

or D_a l_a > D_b l_b. Your values are 0.0075 and 0.00375 per eV per Å, so the condition holds. The ideal-metal factor is then too large, and the offset is pulled too far towards the unpinned limit.

A measured S_m may err the other way, because charge does penetrate a real metal. As an illustration, take a screening length of 0.5 Å and a permittivity of 1 in the metal. Then L = 0.5 + 0.25 = 0.75 Å, and S_m = 1/(1 + 4π × 14.40 × 0.015 × 0.75) = 0.33. This is below the silicon–oxide value of 0.525, so the offset would be pulled too far towards the pinned limit.

**Does the silicon doping matter?**

Doping fixes the Fermi level deep in the silicon. In this model the gap states also fix it at the interface, so the bands have to bend between the two, and the gap states hold the compensating charge. At a well-passivated real interface the bending is set mainly by the gate and by fixed oxide charge, which also hold the compensating charge, so the numbers below describe the model and not such a device. Let the space charge contain n_s excess electrons per area; n_s is negative for a layer of ionized donors. Neutrality becomes n_a + n_b + n_s = 0. Repeating the earlier algebra,

E_F − E_a = (D_b m − n_s)/(D_a + D_b).

With f_a = D_a/(D_a + D_b) and f_b = D_b/(D_a + D_b), the sheet charges are

n_a = Dm − f_a n_s,  n_b = −Dm − f_b n_s.

Assume the space-charge layer is much thicker than λ_a. Within the gap-state layer, the electrons to the right of a point in silicon now number

n_b + n_a[1 − exp(x/λ_a)] = −n_s − n_a exp(x/λ_a).

The constant −n_s produces the ordinary band-bending field. The offset is defined by extrapolating those sloping bands to the interface, so this part is left out of Δ. The rest again gives (5). Inserting the new charges,

Δ = −4πDLm + 4πn_s(f_a l_a − f_b l_b).

Using m = m₀ + Δ and solving for m,

m = Sm₀ + 4πSn_s(f_a l_a − f_b l_b).

Since C = χ_a − χ_b + m − m₀, the offset changes by

δC = 4πSn_s(f_a l_a − f_b l_b).

Take n_s = −2.5 × 10⁻⁴ per Å² as a round depletion charge. With f_a = 2/3, f_b = 1/3 and l_a = l_b = 0.25 Å, the bracket is 0.083 Å. Restoring the Coulomb constant,

δC = 4π × 14.40 × 0.525 × (−2.5 × 10⁻⁴) × 0.083 = −0.002 eV.

For oxide 1, where the model's interface Fermi level requires about 0.65 eV of band bending, this charge corresponds to a donor density of roughly 7 × 10¹⁷ per cm³. Such moderate doping can thus bend the silicon bands over a long distance while hardly changing the offset at the interface. The band bending builds up over the whole thickness of the space-charge layer. In this model the offset change builds up only over the length S(f_a l_a − f_b l_b), here about 0.04 Å, because the compensating charge sits close to the interface and its effects on the two sides partly cancel. How well they cancel depends on the assumed charge profiles. If the gap states are instead filled according to the local potential at each point, the same space charge changes the offset by about −0.02 eV, which is still small. The shift grows in proportion to the space charge, however. At 10¹⁹ donors per cm³ the depletion charge is about four times larger, and local filling gives about −0.07 eV, so within this model the effect is no longer negligible for heavily doped silicon.

**Where the prediction can fail**

The picture of states filled up to a Fermi level inside both gaps should not be read literally. The silicon gap lies inside the oxide gap, so at an ideal interface no band supplies tails at those energies. Charge still moves, because band states of silicon tail into the oxide gap by an amount that depends on the alignment, but this charge does not depend on where the Fermi level sits in the common gap. D is therefore best read as an effective response of the transferred charge to the mismatch m. It is not the measured interface-trap density. Your 0.045 states per eV per Å² equal 4.5 × 10¹⁴ per eV per cm². As real states at the Fermi level, they would let the interface level follow only about 5% of the gate voltage through an oxide of 1 nm equivalent thickness, whereas trap densities of 10¹¹ to 10¹² per eV per cm² inserted in (7) would give S above 0.99. The model's Fermi level and doping shifts do not carry over to a passivated interface.

Equation (8) with a single S needs constant gap-state densities. If they vary strongly between the neutrality levels and the Fermi level, the charge is no longer linear in the mismatch. The model also uses bulk permittivities over distances of a few ångströms, and it sets the occupation by neutrality levels taken outside the dipole layer. Both are approximations. If the gap states are instead filled according to the local potential at each point, with the same densities and decay lengths, S falls from 0.525 to about 0.48. The offsets then become about 1.53 eV for oxide 1 and 2.26 eV for oxide 2, so the second decimal should not be taken as a prediction. If the ions of the oxide also screen the dipole, ε_b is larger than the electronic value used here, which reduces l_b and raises S.

Specific interface bonds can add a dipole that is absent from the separate materials. Suppose it contributes a fixed step Δ₀, independent of m. Then

m = m₀ + Δ₀ − 4πDLm, so m = S(m₀ + Δ₀),

and the offset becomes

C = χ_a − χ_b − (1 − S)m₀ + SΔ₀.

The gap states screen the bond dipole by the same factor S. Near the unpinned limit it enters almost in full, so affinities and neutrality levels alone are then not enough. Near full pinning it is largely cancelled, and the distances from the neutrality levels to the band edges become the critical inputs.

For your exercise, I would quote 1.57 eV for oxide 1 and 2.24 eV for oxide 2 as the results of this model, together with their unpinned and pinned limits. The gap between those limits shows how much the answer depends on S: 0.9 eV for oxide 1 and 0.5 eV for oxide 2.

Numbers as computed

```
MODEL INPUTS
silicon: affinity 4.0, gap 1.1, CNL depth 4.9 eV
oxide 1: affinity 2.0, gap 6.0, CNL depth 4.0 eV
oxide 2: affinity 2.0, gap 6.0, CNL depth 5.4 eV
silicon: gap-state density 0.030 per eV per angstrom^2
silicon: decay 3.0 angstrom, permittivity 12.0
both oxides: gap-state density 0.015 per eV per angstrom^2
both oxides: decay 1.0 angstrom, permittivity 4.0
series state density D = 0.0100 per eV per angstrom^2
effective length L = 0.500 angstrom
4 pi D L = 0.9048 (dimensionless)
pinning factor S = 0.5250 (dimensionless)
OXIDE 1
initial CNL mismatch = 0.900 eV
remaining CNL mismatch = 0.4725 eV
interface step = -0.4275 eV
electrons gained by silicon = 0.004725 per angstrom^2
Fermi level from silicon vacuum = -4.7425 eV
unpinned: conduction offset 2.000 eV = 0.07350 hartree
unpinned: valence offset 2.900 eV
partly pinned: conduction offset 1.573 eV = 0.05779 hartree
partly pinned: valence offset 3.327 eV
fully pinned: conduction offset 1.100 eV = 0.04042 hartree
fully pinned: valence offset 3.800 eV
OXIDE 2
initial CNL mismatch = -0.500 eV
remaining CNL mismatch = -0.2625 eV
interface step = 0.2375 eV
electrons gained by silicon = -0.002625 per angstrom^2
Fermi level from silicon vacuum = -4.9875 eV
unpinned: conduction offset 2.000 eV = 0.07350 hartree
unpinned: valence offset 2.900 eV
partly pinned: conduction offset 2.237 eV = 0.08223 hartree
partly pinned: valence offset 2.663 eV
fully pinned: conduction offset 2.500 eV = 0.09187 hartree
fully pinned: valence offset 2.400 eV
SENSITIVITY AND CORRECTIONS, OXIDE 1
downward shift of oxide levels = 0.3 eV
offset change, affinity and CNL shifted = -0.1575 eV
offset change, affinity alone shifted = -0.3000 eV
silicon space electrons = -2.50e-04 per angstrom^2
offset change from space charge = -0.00198 eV
metal-oxide pinning factor = 0.5957 (dimensionless)
silicon offset using metal factor = 1.6362 eV
error from using metal factor = 0.0637 eV
```
